# Why the SSH polaron's ground-state momentum can leave zero: a numerical check

```python
# SSH (Peierls) polaron, one electron on a chain, hbar = a = 1, energies in units of t.
# H = -t sum h_j + g sum h_j (a X_{j+1} + b X_j) + gH sum n_j X_j + Om sum b^+ b,
# h_j = c+_j c_{j+1} + h.c., X = b + b^+.  SSH: (a,b)=(1,-1); even: (1,1); bond: (0,1).
# lam = 2 g^2/(Om t), alpha = g^2/Om^2, m0/m* = E''(k)/(2t), Z = zero-phonon weight.
# Claims: for Om/t -> inf, E = -4g^2/Om - 2t cos k + 2 t2 cos 2k, t2 = -a b g^2/Om;
# lam_c = 1/2 + (3/4) t/Om; cos k_gs = 1/(2 lam); m0/m* = 1-2lam or 2lam - 1/(2lam);
# next order (g^2 t/Om^2)(6cos k - 2cos 3k) + (g^4/Om^3)(3 - 8cos 2k + 2cos 4k).
# Independent road: exact diagonalization in truncated phonon spaces.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq
from scipy import constants as C
cos, sin, pi = np.cos, np.sin, np.pi

class Phonons:
    """All occupations of W sites with at most N phonons in total."""
    def __init__(s, W, N):
        occ = np.zeros((1, 0), dtype=np.int64)
        for _ in range(W):
            cnt = N - occ.sum(axis=1) + 1
            new = np.concatenate([np.arange(c) for c in cnt])
            occ = np.column_stack([np.repeat(occ, cnt, axis=0), new])
        s.B = N + 1
        s.pw = s.B ** np.arange(W, dtype=np.int64)
        key = occ @ s.pw
        o = np.argsort(key)
        s.occ, s.key, s.N, s.dim = occ[o], key[o], N, len(key)
        s.ntot = s.occ.sum(axis=1)
    def X(s, m):
        c = np.nonzero(s.ntot < s.N)[0]
        r = np.searchsorted(s.key, s.key[c] + s.pw[m])
        up = sp.csr_matrix((np.sqrt(s.occ[c, m] + 1.0), (r, c)), shape=(s.dim, s.dim))
        return (up + up.T).tocsr()

class Comoving:
    """Phonons within L sites of the electron; total momentum k enters as a hop phase."""
    def __init__(s, L, N):
        p = Phonons(2 * L + 1, N)
        c = np.nonzero(p.occ[:, 0] == 0)[0]
        r = np.searchsorted(p.key, p.key[c] // p.B)
        s.S = sp.csr_matrix((np.ones(len(c)), (r, c)), shape=(p.dim, p.dim))
        s.X0 = p.X(L)
        s.SX0, s.SX1 = s.S @ s.X0, s.S @ p.X(L + 1)
        s.n = p.ntot.astype(float)
        s.v0 = 0.01 * np.random.default_rng(1).normal(size=p.dim) / np.sqrt(p.dim) + 0j
        s.v0[0] = 1.0
    def solve(s, k, Om, g=0.0, t=1.0, a=1.0, b=-1.0, gH=0.0, curv=False):
        A = (np.exp(-1j * k) * (-t * s.S + g * (a * s.SX1 + b * s.SX0))).tocsr()
        Ad = A.conj().T.tocsr()
        H = (A + Ad + sp.diags(Om * s.n) + gH * s.X0).tocsr()
        w, v = eigsh(H, k=1, which='SA', v0=s.v0)
        E, psi = float(w[0].real), v[:, 0] / np.linalg.norm(v[:, 0])
        Jp = -1j * (A @ psi) + 1j * (Ad @ psi)
        out = dict(E=E, slope=np.vdot(psi, Jp).real, Z=abs(psi[0]) ** 2,
                   nph=float(s.n @ abs(psi) ** 2))
        if curv:  # second-order k.p, linear system by conjugate gradients
            rhs = Jp - np.vdot(psi, Jp) * psi
            x = np.zeros_like(rhs); r = rhs.copy(); d = r.copy(); rr = np.vdot(r, r).real
            stop = 1e-22 * rr + 1e-300
            for _ in range(2000):
                if rr <= stop:
                    break
                Md = H @ d - E * d + Om * psi * np.vdot(psi, d)
                al = rr / np.vdot(d, Md).real
                x += al * d; r -= al * Md
                rn = np.vdot(r, r).real; d = r + (rn / rr) * d; rr = rn
            assert rr <= stop
            out['dia'] = -2 * np.vdot(psi, A @ psi).real
            out['para'] = -2 * np.vdot(rhs, x).real
            out['curv'] = out['dia'] + out['para']
        return out

def bond(j, M):
    h = np.zeros((M, M)); h[j % M, (j + 1) % M] = h[(j + 1) % M, j % M] = 1.0
    return h
def ring(M, N, t, g, Om, a, b):
    p = Phonons(M, N); X = [p.X(j) for j in range(M)]; I = sp.identity(p.dim)
    H = sp.kron(np.eye(M), sp.diags(Om * p.ntot.astype(float)))
    for j in range(M):
        H = H + sp.kron(bond(j, M), -t * I + g * (a * X[(j + 1) % M] + b * X[j]))
    return H.toarray(), p.dim

gof = lambda lam, Om: np.sqrt(lam * Om / 2)
def band(k, lam, Om, order, d=0):  # d-th k derivative of the derived band, t = 1
    g2 = lam * Om / 2
    c = [-4 * g2 / Om, -2.0, 2 * g2 / Om, 0.0, 0.0]
    if order == 2:
        u, w = g2 / Om ** 2, g2 ** 2 / Om ** 3
        c = [c[0] + 3 * w, c[1] + 6 * u, c[2] - 8 * w, -2 * u, 2 * w]
    return sum(cn * n ** d * cos(n * k + d * pi / 2) for n, cn in enumerate(c))

# effective hopping from explicit elimination of one-phonon states on a ring (g = Om = 1)
for name, a, b in [('SSH', 1, -1), ('even', 1, 1), ('bond', 0, 1), ('mixed', 0.5, -2)]:
    V, dim = ring(9, 1, 0.0, 1.0, 0.0, a, b)
    vac = np.arange(9) * dim
    row = (-(V[vac, :] @ V[:, vac]))[4]
    ref = np.zeros(9); ref[4] = -2 * (a * a + b * b); ref[2] = ref[6] = -a * b
    assert np.allclose(row, ref, atol=1e-12)
    print(f"{name}: on-site {row[4]:+.2f}, next-nearest {row[6] + 0.0:+.2f} (g^2/Om)")

# fourth-order operator sums in real space
M = 12; Aj = [bond(j - 1, M) - bond(j, M) for j in range(M)]
rain = sum(P @ Q @ Q @ P for P in Aj for Q in Aj)
cross = sum(P @ Q @ P @ Q for P in Aj for Q in Aj)
for k in 2 * pi * np.arange(M) / M:
    u = np.exp(1j * k * np.arange(M)) / np.sqrt(M)
    assert abs(np.vdot(u, rain @ u) - (18 - 8 * cos(2 * k))) < 1e-10
    assert abs(np.vdot(u, cross @ u) - (12 - 8 * cos(2 * k))) < 1e-10

small, med, big = Comoving(4, 4), Comoving(5, 5), Comoving(4, 8)
wide, deep, ctrl = Comoving(5, 7), Comoving(3, 10), Comoving(3, 6)

# comoving basis against a real-space ring (loops round the ring are of eighth order)
Hr, _ = ring(8, 3, 1.0, gof(0.5, 20), 20.0, 1, -1)
c43 = Comoving(4, 3)
Ec = np.sort([c43.solve(2 * pi * m / 8, 20.0, gof(0.5, 20))['E'] for m in range(8)])
assert np.max(abs(np.linalg.eigvalsh(Hr)[:8] - Ec)) < 1e-5

# k.p slope and curvature against finite differences
h, k0 = 0.03, 0.7
e = [small.solve(k0 + m * h, 20.0, gof(1, 20))['E'] for m in (-2, -1, 0, 1, 2)]
s0 = small.solve(k0, 20.0, gof(1, 20), curv=True)
assert abs((-e[0] + 16 * e[1] - 30 * e[2] + 16 * e[3] - e[4]) / (12 * h * h) - s0['curv']) < 1e-5
assert abs((e[0] - 8 * e[1] + 8 * e[3] - e[4]) / (12 * h) - s0['slope']) < 1e-5

# residuals of the band must fall as 1/Om and 1/Om^2
ks = np.linspace(0, pi, 7)
for lam in (0.3, 1.5):
    res = {}
    for Om in (100.0, 200.0):
        Ex = np.array([small.solve(k, Om, gof(lam, Om))['E'] for k in ks])
        res[Om] = [np.max(abs(Ex - band(ks, lam, Om, o))) for o in (1, 2)]
    r1, r2 = res[100.0][0] / res[200.0][0], res[100.0][1] / res[200.0][1]
    assert 1.85 < r1 < 2.15 and 3.6 < r2 < 4.4
    print(f"lam={lam}: residual ratio Om=100t/200t, leading {r1:.3f}, next {r2:.3f}")

def kgs(B, lam, Om, lo=0.2):
    return brentq(lambda k: B.solve(k, Om, gof(lam, Om))['slope'], lo, pi / 2, xtol=1e-10)
# antiadiabatic formulas at Om = 2000 t (corrections of order 10 alpha, below 1 percent)
Om = 2000.0
assert abs(small.solve(0, Om, gof(0.3, Om), curv=True)['curv'] / 2 - 0.4) < 0.005
for lam in (1.0, 2.0):
    k = kgs(small, lam, Om); s = small.solve(k, Om, gof(lam, Om), curv=True)
    assert abs(k - np.arccos(1 / (2 * lam))) < 0.005
    assert abs(s['curv'] / 2 / (2 * lam - 1 / (2 * lam)) - 1) < 0.02
    assert abs(s['dia'] / (2 * cos(k) + lam / 2 * (8 - 4 * cos(2 * k))) - 1) < 0.02
    assert abs(s['para'] / (-lam / 2 * (8 + 4 * cos(2 * k))) - 1) < 0.02
    assert abs((1 - s['Z']) / (lam / (2 * Om) * (4 - 2 * cos(2 * k))) - 1) < 0.02
    print(f"Om=2000t lam={lam}: k_gs {k:.4f} 1/a, m0/m* {s['curv'] / 2:.4f}")

# critical coupling
lc = {}
for Om in (5.0, 10.0, 20.0, 40.0, 80.0, 160.0):
    B = med if Om < 15 else small
    lc[Om] = brentq(lambda l: B.solve(0, Om, gof(l, Om), curv=True)['curv'], 0.45, 1.5, xtol=1e-10)
    print(f"Om={Om:.0f}t: lam_c exact {lc[Om]:.5f}, 1/2+3t/(4 Om) {0.5 + 0.75 / Om:.5f}")
slope_c = 2 * (lc[160.0] - 0.5) * 160 - (lc[80.0] - 0.5) * 80
assert abs(slope_c - 0.75) < 3e-3
assert abs(wide.solve(0, 5.0, gof(lc[5.0], 5.0), curv=True)['curv']) < 1e-3
print(f"extrapolated (lam_c-1/2) Om/t = {slope_c:.4f}")

# continuous onset at Om = 20 t
Om, dl = 20.0, 0.005
k1, k2 = kgs(small, lc[Om] + dl, Om, 0.01), kgs(small, lc[Om] + 2 * dl, Om, 0.01)
up = small.solve(k1, Om, gof(lc[Om] + dl, Om), curv=True)['curv']
dn = small.solve(0, Om, gof(lc[Om] - dl, Om), curv=True)['curv']
assert abs(k2 ** 2 / k1 ** 2 - 2) < 0.06 and abs(up / dn - 2) < 0.1
assert np.all(np.diff([small.solve(k, Om, gof(lc[Om] - dl, Om))['E'] for k in ks]) > 0)
print(f"Om=20t, lam_c+{dl}: k_gs {k1:.4f}, lam_c+{2 * dl}: {k2:.4f} 1/a, k^2 ratio {k2**2 / k1**2:.3f}")
print(f"m0/m* at lam_c+{dl}: {up / 2:.5f}, at lam_c-{dl}: {dn / 2:.5f}, ratio {up / dn:.3f}")

# control models at Om = 5t, g^2 = 5t^2: only a b < 0 moves the minimum
g = np.sqrt(5.0)
for name, kw in [('SSH', dict(g=g)), ('even', dict(g=g, b=1.0)), ('bond', dict(g=g, a=0.0, b=1.0)),
                 ('Holstein', dict(gH=g))]:
    km = ks[np.argmin([ctrl.solve(k, 5.0, **kw)['E'] for k in ks])]
    assert (km > 0.5) if name == 'SSH' else (km == 0)
    print(f"control {name}, Om=5t g^2=5t^2: grid minimum at k = {km:.3f} 1/a")

# Holstein exponential narrowing for t/Om -> 0 (corrections of order t/Om)
hol = Comoving(1, 18)
for aH in (0.5, 2.0):
    r = hol.solve(0, 1000.0, gH=1000.0 * np.sqrt(aH), curv=True)['curv'] / 2
    assert abs(r / np.exp(-aH) - 1) < 0.01
    print(f"Holstein Om=1000t gH^2/Om^2={aH}: m0/m* {r:.4f}, exp {np.exp(-aH):.4f}")

# t = 0 band (Om = 1)
y = [(small.solve(pi / 2, 1.0, np.sqrt(al), t=0.0, curv=True)['curv'] / (8 * al) - 1) / al
     for al in (0.001, 0.002)]
assert abs(2 * y[0] - y[1] + 8) < 0.03
ea, eb = (small.solve(k, 1.0, 0.3, t=0.0)['E'] for k in (0.4, 0.4 + pi))
assert abs(ea - eb) < 1e-10
print(f"t=0: slope of E''/(8 alpha Om) in alpha = {2 * y[0] - y[1]:.3f}")
print("t=0, k=pi/2: alpha, E/Om, E''/Om, E''/(8 alpha Om), Z, N_ph, exp(E/Om)")
for al in (0.025, 0.05, 0.1, 0.2, 0.3, 0.4):
    s = big.solve(pi / 2, 1.0, np.sqrt(al), t=0.0, curv=True)
    assert abs(s['slope']) < 1e-7 and 0 < s['curv'] < 8 * al
    print(f"  {al:.3f} {s['E']:.4f} {s['curv']:.3f} {s['curv'] / (8 * al):.3f}"
          f" {s['Z']:.3f} {s['nph']:.3f} {np.exp(s['E']):.3f}")
assert s['curv'] < 0.5 * 8 * 0.4 and s['E'] < big.solve(0, 1.0, np.sqrt(0.4), t=0.0)['E']
alt = [B.solve(pi / 2, 1.0, np.sqrt(0.4), t=0.0, curv=True)['curv'] for B in (wide, deep)]
assert max(abs(x / s['curv'] - 1) for x in alt) < 0.05
print(f"  alpha=0.4 E''/Om in wider, deeper basis: {alt[0]:.3f} {alt[1]:.3f}")

# scan at Om = 20 t against Holstein with the same ground energy
Om = 20.0
print("Om=20t: lam, k_gs (1/a), E (t), m0/m*, leading m0/m*, Z, Holstein gH (t), m0/m*")
for lam in (0.25, 0.45, 1.0, 2.0, 4.0):
    k = 0.0 if lam < lc[Om] else kgs(med, lam, Om)
    s = med.solve(k, Om, gof(lam, Om), curv=True)
    gH = brentq(lambda x: ctrl.solve(0, Om, gH=x)['E'] - s['E'], 0.1, 20.0, xtol=1e-8)
    mH = ctrl.solve(0, Om, gH=gH, curv=True)['curv'] / 2
    lead = 1 - 2 * lam if lam < 0.5 else 2 * lam - 1 / (2 * lam)
    assert mH < 1 and (lam < 2 or s['curv'] / 2 > 1)
    print(f"  {lam:.2f} {k:.4f} {s['E']:.4f} {s['curv'] / 2:.3f} {lead:.3f} {s['Z']:.3f} {gH:.3f} {mH:.3f}")
assert abs(big.solve(k, Om, gof(4.0, Om), curv=True)['curv'] / s['curv'] - 1) < 0.01

# worked example
lam, t_meV, a_A = 1.0, 10.0, 4.0
g = gof(lam, Om)
m0 = C.hbar ** 2 / (2 * t_meV * 1e-3 * C.e * (a_A * 1e-10) ** 2) / C.m_e
print(f"example: t={t_meV} meV, Om={Om * t_meV} meV, a={a_A} A, lam={lam}, m0={m0:.2f} m_e")
print(f"g={g:.4f} t, alpha={g * g / Om**2:.4f}, t2={g * g / Om:.4f} t = {g * g / Om * t_meV:.2f} meV")
print(f"g^2 t/Om^2={g * g / Om**2:.4f} t, g^4/Om^3={g**4 / Om**3:.4f} t")
kx = kgs(med, lam, Om); sx = med.solve(kx, Om, g, curv=True)
err = []
for o, name in ((1, 'leading'), (2, 'next')):
    k = brentq(lambda q: band(q, lam, Om, o, 1), 0.2, pi / 2)
    E, mi = band(k, lam, Om, o), band(k, lam, Om, o, 2) / 2
    err.append(np.abs([k - kx, E - sx['E'], mi - sx['curv'] / 2]))
    print(f"{name}: k_gs {k:.4f} 1/a, E {E:.4f} t, m0/m* {mi:.4f}")
assert np.all(err[1] < err[0])
print(f"exact: k_gs {kx:.4f} 1/a, E {sx['E']:.4f} t, m0/m* {sx['curv'] / 2:.4f}")
print(f"exact E'' = {sx['dia']:.4f} + ({sx['para']:.4f}) = {sx['curv']:.4f} t a^2")
print(f"exact Z {sx['Z']:.4f}, 1-W alpha {1 - g * g / Om**2 * (4 - 2 * cos(2 * kx)):.4f}, N_ph {sx['nph']:.4f}")
print(f"exact: k_gs {kx / a_A:.4f} 1/A, E {sx['E'] * t_meV:.2f} meV, m* {2 * m0 / sx['curv']:.2f} m_e")
print("PASS")
```

Printed output:

```
SSH: on-site -4.00, next-nearest +1.00 (g^2/Om)
even: on-site -4.00, next-nearest -1.00 (g^2/Om)
bond: on-site -2.00, next-nearest +0.00 (g^2/Om)
mixed: on-site -8.50, next-nearest +1.00 (g^2/Om)
lam=0.3: residual ratio Om=100t/200t, leading 1.972, next 3.937
lam=1.5: residual ratio Om=100t/200t, leading 1.945, next 3.866
Om=2000t lam=1.0: k_gs 1.0468 1/a, m0/m* 1.4963
Om=2000t lam=2.0: k_gs 1.3178 1/a, m0/m* 3.7345
Om=5t: lam_c exact 0.62012, 1/2+3t/(4 Om) 0.65000
Om=10t: lam_c exact 0.56594, 1/2+3t/(4 Om) 0.57500
Om=20t: lam_c exact 0.53495, 1/2+3t/(4 Om) 0.53750
Om=40t: lam_c exact 0.51807, 1/2+3t/(4 Om) 0.51875
Om=80t: lam_c exact 0.50920, 1/2+3t/(4 Om) 0.50938
Om=160t: lam_c exact 0.50464, 1/2+3t/(4 Om) 0.50469
extrapolated (lam_c-1/2) Om/t = 0.7497
Om=20t, lam_c+0.005: k_gs 0.1380, lam_c+0.01: 0.1944 1/a, k^2 ratio 1.984
m0/m* at lam_c+0.005: 0.01859, at lam_c-0.005: 0.00935, ratio 1.988
control SSH, Om=5t g^2=5t^2: grid minimum at k = 1.047 1/a
control even, Om=5t g^2=5t^2: grid minimum at k = 0.000 1/a
control bond, Om=5t g^2=5t^2: grid minimum at k = 0.000 1/a
control Holstein, Om=5t g^2=5t^2: grid minimum at k = 0.000 1/a
Holstein Om=1000t gH^2/Om^2=0.5: m0/m* 0.6074, exp 0.6065
Holstein Om=1000t gH^2/Om^2=2.0: m0/m* 0.1356, exp 0.1353
t=0: slope of E''/(8 alpha Om) in alpha = -7.998
t=0, k=pi/2: alpha, E/Om, E''/Om, E''/(8 alpha Om), Z, N_ph, exp(E/Om)
  0.025 -0.1430 0.168 0.838 0.875 0.131 0.867
  0.050 -0.2752 0.290 0.725 0.783 0.237 0.759
  0.100 -0.5183 0.459 0.574 0.651 0.411 0.596
  0.200 -0.9543 0.644 0.403 0.482 0.699 0.385
  0.300 -1.3526 0.728 0.303 0.370 0.960 0.259
  0.400 -1.7286 0.759 0.237 0.289 1.214 0.178
  alpha=0.4 E''/Om in wider, deeper basis: 0.759 0.761
Om=20t: lam, k_gs (1/a), E (t), m0/m*, leading m0/m*, Z, Holstein gH (t), m0/m*
  0.25 0.0000 -2.2296 0.533 0.500 0.989 2.243 0.990
  0.45 0.0000 -2.4161 0.159 0.100 0.981 3.018 0.981
  1.00 1.0097 -3.3332 1.207 1.500 0.900 5.398 0.940
  2.00 1.2975 -5.7253 2.697 3.750 0.795 9.003 0.841
  4.00 1.4324 -10.4682 4.512 7.875 0.656 13.520 0.671
example: t=10.0 meV, Om=200.0 meV, a=4.0 A, lam=1.0, m0=23.81 m_e
g=3.1623 t, alpha=0.0250, t2=0.5000 t = 5.00 meV
g^2 t/Om^2=0.0250 t, g^4/Om^3=0.0125 t
leading: k_gs 1.0472 1/a, E -3.5000 t, m0/m* 1.5000
next: k_gs 0.9927 1/a, E -3.3035 t, m0/m* 1.1436
exact: k_gs 1.0097 1/a, E -3.3332 t, m0/m* 1.2069
exact E'' = 5.4164 + (-3.0027) = 2.4138 t a^2
exact Z 0.9003, 1-W alpha 0.8783, N_ph 0.1042
exact: k_gs 0.2524 1/A, E -33.33 meV, m* 19.73 m_e
PASS
```
